Frequency Shift of a Quartz Crystal Monitor per Nanometre of Silicon

**Question**

A quartz crystal in a cooled holder monitors a silicon molecular beam in vacuum. The crystal is an AT-cut plate: its faces slide parallel to each other in opposite directions, a motion called thickness shear. Its fundamental frequency before deposition is f₀ = 6.0 MHz.

Treat the plate as laterally infinite and undamped, at constant temperature, with both faces free. The film covers one face uniformly and adheres without slip. Except in part (f), the electrodes are neglected.

Data: quartz density ρ_q = 2.648 g/cm³; effective shear modulus of quartz for this mode μ_q = 29.47 GPa; silicon lattice parameter a = 0.5431 nm, with eight atoms per cubic cell; atomic weight of silicon 28.085.

SI and laboratory units are used. The coordinate y runs across the plate from 0 to h, and u(y,t) is the displacement parallel to the faces. A prime means a derivative with respect to y, and a negative Δf means a lowered frequency.

**(a) Find the fundamental frequency of the bare plate in terms of its thickness h, and calculate h.**

*Answer.* A slice of thickness dy has mass ρ_q dy per unit area. The shear stress is μ_q u′, and the difference of stress across the slice accelerates it:

ρ_q ∂²u/∂t² = μ_q ∂²u/∂y².

A standing wave u = U cos(ky) cos(ωt) satisfies this if ρ_q ω² = μ_q k², that is, if

ω = vk, v = √(μ_q/ρ_q) = 3336 m/s.

A free face carries no stress, so u′ = 0 there. The cosine meets this condition at y = 0. At y = h it requires sin(kh) = 0. The root kh = 0 is a rigid translation, so the lowest vibration has kh = π. With k = 2πf₀/v,

f₀ = v/(2h).

The plate is half a wavelength thick:

h = (3336 m/s)/(2 × 6.0×10⁶ s⁻¹) = 278.0 µm.

**(b) A film of mass σ per unit area now moves rigidly with the face y = h. Find the condition that fixes the new frequency f.**

*Answer.* The film lies on the side y > h. The quartz below it exerts the force −μ_q u′(h) per unit area on it. The minus sign appears because the outward normal of the film's lower surface points towards negative y. Newton's second law for the film is

σ ∂²u/∂t² = −μ_q u′ at y = h.

The lower face is still free, so the cosine of part (a) remains valid, with a new k. Inserting it and cancelling U cos(ωt) gives

−σω² cos(kh) = μ_q k sin(kh).

Near the fundamental, kh is close to π and cos(kh) is not zero. Division by μ_q k cos(kh) gives

tan(kh) = −σω²/(μ_q k).

Since k = ω/v, the denominator is μ_q k = ωμ_q/v = ωZ, where

Z = μ_q/v = ρ_q v = √(ρ_q μ_q) = 8.834×10⁶ kg/(m² s)

is the acoustic impedance of quartz. Also kh = 2πfh/v = πf/f₀. Therefore

tan(πf/f₀) = −2πfσ/Z.

**(c) Solve this condition for a small load and so obtain the Sauerbrey relation. Why does the area of the crystal not appear?**

*Answer.* The added mass slows the plate, so write πf/f₀ = π − ε, with ε small and positive. Because tan(π − ε) = −tan ε,

tan ε = 2πfσ/Z.

For small ε, tan ε ≈ ε, with a relative error of about ε²/3. Since ε = π(1 − f/f₀), division by π gives

1 − f/f₀ = 2fσ/Z.

Dividing by f,

1/f = 1/f₀ + 2σ/Z.

In this approximation the period grows linearly with the deposited mass. Multiplying by f f₀ and rearranging,

f − f₀ = −2f f₀σ/Z.

For a very light film, f on the right may be replaced by f₀. This is the Sauerbrey relation:

Δf = −2f₀²σ/Z.

If a mass Δm is spread uniformly over an area A, then σ = Δm/A. Two crystals of different area with equally thick films have the same σ and the same shift. If the thickness varied over the vibrating area, a single σ would not describe the film, and this derivation would not apply.

A second form shows the size of the effect directly. With 2f₀ = v/h and Z = ρ_q v,

Δf/f₀ = −σ/(ρ_q h).

The relative shift is minus the ratio of the film's mass to the plate's mass.

**(d) Show that 1.0 nm of silicon at its crystalline density lowers the frequency by about 19 Hz. What drift corresponds to a growth rate of 0.1 nm/s?**

*Answer.* The density follows from the mass and volume of the cubic cell. With the atomic mass unit 1.6605×10⁻²⁴ g,

ρ_f = 8 × 28.085 × 1.6605×10⁻²⁴ g / (0.5431×10⁻⁷ cm)³ = 2.329 g/cm³.

For d = 1.0 nm = 10⁻⁷ cm,

σ = ρ_f d = 2.329×10⁻⁷ g/cm² = 0.2329 µg/cm².

The mass sensitivity is

2f₀²/Z = 2 × (6.0×10⁶ Hz)² / (8.834×10⁶ kg/(m² s)) = 8.150×10⁶ Hz m²/kg.

Because 1 µg/cm² = 10⁻⁵ kg/m², this equals 81.50 Hz per µg/cm². Hence

Δf = −81.50 × 0.2329 Hz = −18.98 Hz,

or about −19 Hz. The mass ratio gives the same result:

Δf/f₀ = −(2.329 × 1.0 nm)/(2.648 × 278.0×10³ nm) = −3.16×10⁻⁶.

A numerical solution of the elastic vibration of the two-layer plate, in which the film is an elastic layer and not a rigid mass, also gives −18.98 Hz. Its magnitude differs from that of the Sauerbrey value by 3.2×10⁻⁶ of the latter. This is the size expected from replacing f by f₀ in part (c).

At 0.1 nm/s the frequency drifts by −1.90 Hz/s. An amount of silicon equal to one atomic layer of a (001) crystal, a/4 = 0.1358 nm thick, gives −2.58 Hz. This is a measure of quantity and does not mean that the film on the monitor is crystalline.

**(e) The film's stiffness does not appear in the result. Justify this, and say what would happen if the same mass lay at the middle plane of the plate.**

*Answer.* Let the film have shear modulus μ_f, wave speed v_f = √(μ_f/ρ_f) and wave number k_f = ω/v_f. Its upper surface, at y = h + d, is free, so its displacement has the form

u = B cos[k_f(h + d − y)] cos(ωt).

Displacement and stress are continuous at y = h:

U cos(kh) = B cos(k_f d),

−μ_q k U sin(kh) = μ_f k_f B sin(k_f d).

Dividing the second equation by the first, and using μ_q k = ωZ and μ_f k_f = ωρ_f v_f,

Z tan(kh) = −ρ_f v_f tan(k_f d).

For a thin film, tan(k_f d) ≈ k_f d + (k_f d)³/3. Since ρ_f v_f k_f d = ωρ_f d = ωσ,

tan(kh) = −(ωσ/Z)[1 + (k_f d)²/3].

The leading term is the result of part (b), and stiffness enters through the correction in brackets. With a rough value μ_f = 50 GPa, the phase k_f d across 1 nm is 8.1×10⁻⁶ rad, and the correction is about 2×10⁻¹¹. Making the film 100 times softer at fixed thickness and density multiplies (k_f d)² by 100. The numerical solution then changes the shift by a fraction 2.2×10⁻⁹, as this formula predicts.

The insensitivity belongs to thin films. For a 20 µm film, lowering the modulus from 50 to 5 GPa at fixed thickness and density changes the calculated shift by about 7%.

Position matters because the free face is an antinode, where the displacement is greatest. At the middle plane of the bare plate, ky = π/2 and u = 0. A rigid layer inserted there stays at rest while the two halves of the quartz move in opposite directions. Its mass is not accelerated, and the frequency is unchanged.

A real layer at that plane would also shear, since the stress is greatest there. To separate inertia from this effect, the numerical solution was given a 1 nm middle layer with the density of silicon and a modulus 10⁶ times that of quartz. The shift was −2.2×10⁻⁵ Hz, against −18.98 Hz at the face. This isolates inertia only. A layer of finite modulus adds the compliance d/μ_f where the stress is greatest, which gives Δf/f₀ ≈ −(d/h)(μ_q/μ_f). For 1 nm with μ_f = 50 GPa this is −12.7 Hz. At the middle plane the shift is therefore set by the layer's stiffness and not by its mass.

**(f) After a long run the deposit is 1000 nm thick. Compare the linear and period laws. Which frequency determines the response to the next nanometre, and how do electrodes alter the answer?**

*Answer.* Let x = 2f₀σ/Z. For 1000 nm, x = 3.16×10⁻³. The two laws are

linear: Δf = −f₀x = −18982.5 Hz,

period: Δf = −f₀x/(1 + x) = −18922.6 Hz.

The second follows from 1/f = (1 + x)/f₀. The numerical solution, again with μ_f = 50 GPa, gives −18922.4 Hz. The linear law therefore overstates the magnitude by about 0.3% of the true model value.

The remaining 0.2 Hz can be traced. Replacing tan ε by ε overstates the magnitude by the fraction ε²/3. Here ε ≈ 0.0099, which gives 0.6 Hz. Neglecting the film's elasticity understates it by (k_f d)²/3. Here k_f d = 8.1×10⁻³, which gives 0.4 Hz. The difference is 0.2 Hz.

For the next small deposit, differentiate the period law:

−df/f² = 2dσ/Z, so df = −(2f²/Z) dσ.

The present, loaded frequency f sets the sensitivity.

Electrodes put masses on both faces. Let the lower face carry σ₁ and the upper face σ₂, and write u = U cos(ky + α) cos(ωt). The quartz pulls the lower mass with force +μ_q u′(0) per unit area, so

−σ₁ω² cos α = −μ_q k sin α, or tan α = σ₁ω/Z.

At the upper face, the argument of part (b) gives tan(kh + α) = −σ₂ω/Z. For small loads, α ≈ σ₁ω/Z and kh + α ≈ π − σ₂ω/Z. Subtracting α,

kh ≈ π − ω(σ₁ + σ₂)/Z.

With kh = πf/f₀ and ω = 2πf, this is the period law for the total mass σ₁ + σ₂. The rule for the next deposit is therefore unchanged.

As an example, 150 nm of gold on each face of the same blank lowers its calculated frequency to 5.9532 MHz. One nanometre of silicon then gives

Δf = −18.98 Hz × (5.9532/6.0)² = −18.69 Hz.

The numerical solution gives −18.685 Hz, against −18.687 Hz from the formula before rounding. Using the blank frequency of 6.0 MHz would overstate the magnitude by 1.6%. If instead the crystal has 6.0 MHz with its electrodes in place, that value belongs in the formula, and the answer returns to about −19 Hz. These figures treat the electrodes as masses only. Quartz is piezoelectric, with a squared coupling factor of about 0.008 for this mode. Electrodes held at a common potential lower the frequency by a further 0.3% and make the shift about 0.6% larger than the formula gives at that frequency.

**(g) How far can the figure of 19 Hz be trusted for a real silicon deposit?**

*Answer.* The frequency and plate thickness are those of an ordinary thickness monitor, and 0.1 nm/s is a plausible rate for a silicon beam. The following estimates use rough inputs; each changes one condition and holds the others fixed.

- **Temperature.** With a slope of 1 ppm/K, a change of 1 K moves the frequency by 6.0 Hz, which imitates 0.32 nm of silicon. A uniform change of about 3 K is enough to imitate or hide a nanometre. The actual slope depends on the cut angle and the working temperature. The frequency curve of an AT-cut crystal also has a cubic term about its inflection temperature. With a coefficient of 10⁻¹⁰ K⁻³, this term at 50 K from the inflection is 10⁻¹⁰ × 50³ × 6.0×10⁶ Hz = 75 Hz, or 4.0 nm of silicon.
- **Film density.** Silicon condensed on a cooled crystal is expected to be amorphous and may be porous. If its density is 5% below the crystalline value, 1 nm gives −18.03 Hz. The crystal responds to mass, so a thickness reading needs the film's own density.
- **Film stress.** A stress S in the film is balanced by a mean stress of order Sd/h in the quartz. With S = 300 MPa and a relative frequency change of 3×10⁻¹¹ per pascal, the shift has magnitude 3×10⁻¹¹ × 300×10⁶ × (1.0 nm/278.0 µm) × 6.0×10⁶ Hz = 0.19 Hz, about 1% of the mass effect. Its sign depends on that of the stress.
- **Quartz constants and finite width.** At fixed f₀ and ρ_q, the shift varies as 1/√μ_q, so a modulus 1% higher reduces it by 0.5%. The value 29.47 GPa is the conventional one; standard elastic constants rotated to the AT cut give 29.0 to 29.2 GPa, a spread of this size. For a vibrating region 6 mm wide, the ratio (h/width)² is 0.2%. The lateral stiffnesses of this mode (roughly 110 and 69 GPa) add up to about six times μ_q, so they raise ω² by a fraction η ≈ 1.3%. The shift at a given frequency is then reduced by the factor (1 + η)^(−3/2), or about 2%. For the plano-convex crystals common in monitors the same model gives 2 to 3%.

Among these estimates, temperature is the most serious for a single nanometre. It also limits the method in thermal chemical vapour deposition. A crystal held at the temperature of the hot wafer would be exposed to large thermal shifts, while a cooled crystal would not reproduce a surface reaction that depends on temperature. A molecular beam that condenses on the cooled crystal avoids this conflict, although the crystal and the wafer may still receive different fluxes and must be calibrated against each other. The hot silicon source also radiates onto the crystal, which is cooled at its rim. A parabolic centre-to-rim difference ΔT gives a central stress of about EαΔT/4, where E is Young's modulus and α the thermal expansion coefficient of quartz. With rough values E = 80 GPa and α = 12×10⁻⁶ K⁻¹ and the stress coefficient above, this is about 7 ppm, or 40 Hz, per kelvin. A difference of a tenth of a kelvin on opening the shutter therefore already gives several hertz.

The result of part (d) is thus the mass effect of a dense, uniform film at constant temperature. The calculated values are collected in the numerical output below.

Table of computed values

```
Crystal frequency: 6.0 MHz
Quartz density: 2.648 g/cm3
Quartz shear modulus: 29.47 GPa
Shear wave speed in quartz: 3336 m/s
Quartz impedance Z: 8.8338e+06 kg/(m2 s)
Plate thickness: 278.0 um
Silicon lattice parameter: 0.5431 nm
Silicon atomic weight: 28.085 u
Silicon density: 2.329 g/cm3
Film thickness: 1.0 nm
Areal mass of film: 0.2329 ug/cm2
Mass sensitivity: 81.50 Hz cm2/ug
Sauerbrey shift: -18.98 Hz
Shift from eigenvalue problem: -18.98 Hz
Relative difference of the two: 3.2e-06
Relative frequency shift: -3.16 ppm
Atomic layer spacing on (001): 0.1358 nm
Shift per (001) atomic layer: -2.58 Hz
Growth rate: 0.1 nm/s
Frequency drift at this rate: -1.90 Hz/s
Silicon shear modulus (rough): 50 GPa
Acoustic phase across 1 nm film: 8.1e-06 rad
Relative change, 1 nm film 100x softer: 2.2e-09
Relative change, 20 um film 10x softer: 0.07
Shift with stiff film at mid-plane: -2.2e-05 Hz
1000 nm Si, eigenvalue shift: -18922.4 Hz
1000 nm Si, linear law: -18982.5 Hz
1000 nm Si, period law: -18922.6 Hz
Gold electrode thickness, each face: 150 nm
Frequency with gold electrodes: 5.9532 MHz
1 nm Si on electroded plate, eigenvalue: -18.685 Hz
1 nm Si, formula with loaded frequency: -18.687 Hz
Assumed density deficit of film: 5 %
Shift with that density: -18.03 Hz
Assumed temperature slope: 1.0 ppm/K
Thermal drift for 1 K: 6.0 Hz
Silicon thickness imitated by 1 K: 0.32 nm
Assumed cubic coefficient: 1e-10 1/K3
Cubic thermal shift at 50 K offset: 75 Hz
Silicon thickness it imitates: 4.0 nm
Assumed film stress: 300 MPa
Assumed stress coefficient: 3e-11 1/Pa
Stress shift for 1 nm (magnitude): 0.19 Hz
Effect of 1 % higher quartz modulus: 0.50 %
Assumed electrode width: 6 mm
Lateral-size scale (h/width)^2: 0.21 %
```
